# ZORA from a singular Dirac metric and its four-component perturbation series

## 1. A free electron: two numbers instead of two spinors

Use Hartree atomic units and subtract the rest energy $c^2$. For a free electron of momentum $p$, choose the spin along the momentum, so that $\boldsymbol\sigma\cdot\mathbf p$ becomes the number $p$. The Dirac equation then couples two amplitudes:

$$cp\,\chi=E\varphi,\qquad cp\,\varphi-2c^2\chi=E\chi .$$

Put a factor $\lambda$ in front of $E\chi$ on the right of the second equation and change nothing else. At $\lambda=1$ this is Dirac. At $\lambda=0$ the second equation gives $\chi=p\varphi/(2c)$, and the first gives $E_0=p^2/2$. The lower amplitude has not vanished; it has lost its term in the metric, the matrix that multiplies the energy.

For general $\lambda$, $\chi=cp\varphi/(2c^2+\lambda E)$, hence

$$\lambda E^2+2c^2E-c^2p^2=0 .$$

The root that stays finite as $\lambda\to0$ is

$$E(\lambda)=\frac{c^2}{\lambda}\left(\sqrt{1+\lambda p^2/c^2}-1\right)
=\frac{p^2}{2}-\lambda\frac{p^4}{8c^2}+\lambda^2\frac{p^6}{16c^4}-\lambda^3\frac{5p^8}{128c^6}+\cdots .$$

The other root behaves as $-2c^2/\lambda$ and leaves the spectrum. The square root has its branch point at $\lambda=-c^2/p^2$, so the series converges at $\lambda=1$ for $p<c$ and diverges for $p>c$. Removing the lower metric is therefore one question, and restoring it by a power series is another.

## 2. The same deletion in a potential

Let $V(\mathbf r)\le0$ be a local potential. With two-component spinors $\varphi,\chi$, define

$$H=\begin{pmatrix}V&c\,\boldsymbol\sigma\cdot\mathbf p\\ c\,\boldsymbol\sigma\cdot\mathbf p&V-2c^2\end{pmatrix},\quad
S_0=\begin{pmatrix}1&0\\0&0\end{pmatrix},\quad
S_1=\begin{pmatrix}0&0\\0&1\end{pmatrix},$$

and consider

$$H\psi=E(S_0+\lambda S_1)\psi. \tag{1}$$

At $\lambda=0$ the lower row is a constraint without an energy:

$$c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi_0+(V-2c^2)\chi_0=0 .$$

Since $2c^2-V>0$, we may divide. Set

$$W=\frac1{2c^2-V},\qquad X=cW\boldsymbol\sigma\cdot\mathbf p,\qquad \chi_0=X\varphi_0 .$$

Substitution in the upper row gives

$$h\varphi_0\equiv\left[V+\boldsymbol\sigma\cdot\mathbf p\,\frac{c^2}{2c^2-V}\,\boldsymbol\sigma\cdot\mathbf p\right]\varphi_0=E_0\varphi_0, \tag{2}$$

which is the zeroth-order regular approximation, ZORA. Conversely, if $\varphi_0$ solves (2), then $(\varphi_0,X\varphi_0)$ satisfies both rows of (1) at $\lambda=0$. The two problems are equivalent. What is deleted is the small component's contribution to the metric, while $H$ is the full Dirac operator.

**Limit: what happens to the negative branch.** Represent (1) in a finite orthonormal basis with $n_S$ lower functions, and take $V<0$. For $\lambda>0$ the metric is positive, so the number of levels below $-2c^2/\lambda$ equals the number of negative eigenvalues of $H+(2c^2/\lambda)(S_0+\lambda S_1)$. The lower block of this matrix is $V-2c^2+2c^2=V$, which is negative. Hence at least $n_S$ levels lie below $-2c^2/\lambda$, and they go to $-\infty$ as $\lambda\to0$. The levels that stay finite are those of the ZORA operator (2) as represented in that basis. They approximate the electronic levels only if the lower functions can represent $X\varphi$. With too few lower functions part of the kinetic energy is lost, and finite levels can fall far below the true ZORA levels.

## 3. Why a power series in the metric exists

Eliminate $\chi$ from (1) at general $\lambda$. The lower row gives $(2c^2-V+\lambda E)\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi$. Define

$$h(z)=V+c\,\boldsymbol\sigma\cdot\mathbf p\,\frac1{2c^2-V+z}\,c\,\boldsymbol\sigma\cdot\mathbf p ,$$

and let $F(z)$ be its level that starts at $F(0)=E_0$. Then

$$E=F(\lambda E). \tag{3}$$

Assume that $E_0$ is isolated and, within its symmetry class, nondegenerate. Assume also that the ZORA kinetic energy controls the attraction, meaning that $V$ has relative form bound below one; for a point nucleus this is the regime $Z<c$. With $G=2c^2-V\ge2c^2$ and $|z|<2c^2$,

$$\left|\frac1{G+z}-\frac1G\right|=\frac{|z|}{G|G+z|}\le\frac{|z|}{2c^2-|z|}\,\frac1G .$$

A small $z$ thus changes the kinetic energy by a small fraction of itself, and $F$ is analytic near zero. The derivative of $E-F(\lambda E)$ with respect to $E$ is 1 at $\lambda=0$, so the implicit function theorem gives an analytic $E(\lambda)$ near $\lambda=0$. It does not guarantee that the radius of convergence reaches $\lambda=1$.

## 4. Restoring the metric order by order

The route is to keep four components, start from ZORA, and treat the missing metric as the perturbation. Write

$$E=\sum_{n\ge0}\lambda^nE_n,\qquad \psi=\sum_{n\ge0}\lambda^n\psi_n,\qquad \psi_n=(\varphi_n,\chi_n).$$

Because $S_0$ is the zeroth-order metric, choose $\langle\varphi_0|\varphi_0\rangle=1$ and $\langle\varphi_0|\varphi_n\rangle=0$ for $n>0$. The coefficient of $\lambda^n$ in (1) is

$$H\psi_n=\sum_{k=0}^{n}E_kS_0\psi_{n-k}+\sum_{k=0}^{n-1}E_kS_1\psi_{n-1-k}.$$

The second sum stops one order earlier because $S_1$ carries its own $\lambda$. Moving the $k=0$ term of the first sum to the left,

$$(H-E_0S_0)\psi_n=\sum_{k=1}^{n}E_kS_0\psi_{n-k}+\sum_{k=0}^{n-1}E_kS_1\psi_{n-1-k}. \tag{4}$$

Project on $\psi_0$. The left side vanishes since $H$ is Hermitian and $H\psi_0=E_0S_0\psi_0$. In the first sum only $k=n$ survives the normalization. Therefore

$$E_n=-\sum_{k=0}^{n-1}E_k\langle\chi_0|\chi_{n-1-k}\rangle . \tag{5}$$

In particular,

$$E_1=-E_0N,\qquad N=\langle\chi_0|\chi_0\rangle . \tag{6}$$

For the free electron $N=p^2/(4c^2)$, so $E_1=-(p^2/2)(p^2/4c^2)=-p^4/(8c^2)$, as in Section 1.

**Solving with two-component functions.** Define $g_n=\sum_{k=0}^{n-1}E_k\chi_{n-1-k}$, which is known at order $n$. The lower row of (4) reads $c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi_n-(2c^2-V)\chi_n=g_n$, so

$$\chi_n=X\varphi_n-Wg_n .$$

Insert this in the upper row. The first term completes the ZORA operator. The second is $-c\,\boldsymbol\sigma\cdot\mathbf p\,Wg_n=-X^\dagger g_n$, which moves to the right with a plus sign:

$$(h-E_0)\varphi_n=\sum_{k=1}^{n}E_k\varphi_{n-k}+X^\dagger g_n . \tag{7}$$

The correction $-Wg_n$ matters: the lower spinor does not keep its zeroth-order relation to the upper one.

## 5. Second and third order

For $n=1$, $g_1=E_0\chi_0$. Let $\varphi_m$ be the other ZORA states, with energies $E_m^{Z}$. Projecting (7) on $\varphi_m$ gives $(E_m^Z-E_0)\langle\varphi_m|\varphi_1\rangle=E_0\langle X\varphi_m|\chi_0\rangle$, hence

$$\varphi_1=E_0\sum_m{}'\,\varphi_m\frac{\langle X\varphi_m|\chi_0\rangle}{E_m^Z-E_0},\qquad
\chi_1=X\varphi_1-E_0W\chi_0 .$$

The prime omits the reference state, and the sum includes the continuum. From (5), $E_2=-E_0\langle\chi_0|\chi_1\rangle-E_1N$. Substituting $\chi_1$ and $E_1=-E_0N$,

$$E_2=E_0N^2+D,$$
$$D=E_0^2\left[\langle\chi_0|W|\chi_0\rangle-\sum_m{}'\frac{|\langle X\varphi_m|\chi_0\rangle|^2}{E_m^Z-E_0}\right]. \tag{8}$$

The first term in $D$ comes from the changed relation between $\chi$ and $\varphi$, the second from the changed shape of $\varphi$. For a free electron the second is absent, because different plane-wave states do not mix. Then $D=(p^4/4)(p^2/4c^2)/(2c^2)=p^6/(32c^4)$. Since $E_0N^2$ has the same value, $E_2=p^6/(16c^4)$, again as in Section 1.

The first-order spinor also fixes $E_3$. Set $A_0=H-E_0S_0$ and $A_j=-E_jS_0-E_{j-1}S_1$ for $j\ge1$. The equations of orders one to three are

$$A_0\psi_1+A_1\psi_0=0,\qquad A_0\psi_2+A_1\psi_1+A_2\psi_0=0,$$
$$A_0\psi_3+A_1\psi_2+A_2\psi_1+A_3\psi_0=0 .$$

Project the last on $\psi_0$; the $A_0$ term drops out. By the first two equations,

$$\langle\psi_0|A_1\psi_2\rangle=-\langle\psi_1|A_0\psi_2\rangle=\langle\psi_1|A_1\psi_1\rangle+\langle\psi_1|A_2\psi_0\rangle .$$

So $\psi_2$ disappears. By (8), $\langle\chi_0|\chi_1\rangle$ is real, and expanding the remaining products gives

$$E_3=-E_2N-2E_1\langle\chi_0|\chi_1\rangle-E_1\langle\varphi_1|\varphi_1\rangle-E_0\langle\chi_1|\chi_1\rangle . \tag{9}$$

For the free electron put $u=p^2/c^2$. Then $\varphi_1=0$, $\chi_1=-(u/4)\chi_0$ and $N=u/4$. The three nonzero terms are $-c^2u^4/64$, $-c^2u^4/64$ and $-c^2u^4/128$. Their sum, $-5c^2u^4/128$, is the required coefficient.

## 6. Scaled ZORA and the direction of the error

Take the ordinary Dirac expectation value of the ZORA four-spinor. Since $H\psi_0=E_0S_0\psi_0$,

$$E_{\rm sc}=\frac{\langle\psi_0|H|\psi_0\rangle}{\langle\psi_0|\psi_0\rangle}=\frac{E_0}{1+N}. \tag{10}$$

This is the scaled ZORA energy. For $N<1$ it equals $E_0-E_0N+E_0N^2-\cdots$. It agrees with the metric series through first order, and its second-order term lacks $D$.

To find the direction in which the level moves, differentiate (1) with respect to $\lambda$ and project on $\psi$. The terms with $d\psi/d\lambda$ cancel, leaving

$$\frac{dE}{d\lambda}=-E\,\frac{\langle\chi|\chi\rangle}{\langle\varphi|\varphi\rangle+\lambda\langle\chi|\chi\rangle}. \tag{11}$$

A level with $E<0$ that can be followed from $\lambda=0$ to 1 rises, so ZORA places it too low. A free electron has $E>0$, and its energy falls instead.

**Limit: moving the zero of energy.** Replace $V$ by $V+\Delta$. The Dirac energy shifts by $\Delta$. At $\lambda=0$, however, the perturbation $\Delta$ acts on both spinors while the metric counts only the upper one:

$$\frac{dE_0}{d\Delta}=\langle\varphi_0|\varphi_0\rangle+\langle\chi_0|\chi_0\rangle=1+N. \tag{12}$$

ZORA energies therefore depend on the chosen zero. If that zero is put at a Dirac level, its equation becomes $H\psi=0$, which contains no metric, and the same spinor solves (1) for every $\lambda$. ZORA then gives this level without error, provided the shifted $2c^2-V$ stays positive. This shows that the perturbation is $E S_1$, not $S_1$ alone. It is no practical remedy, since the shift uses the answer and suits one level at a time.

## 7. The Coulomb field: a series that can be summed

For $V=-Z/r$ with $Z<c$, set $\mu=1+z/(2c^2)$ and $r=\rho/\mu$. Then $V=-\mu Z/\rho$, the momentum acquires a factor $\mu$, and

$$2c^2+z+\frac Zr=\mu\left(2c^2+\frac Z\rho\right).$$

The kinetic term has $\mu^2$ from two momenta and $\mu^{-1}$ from the denominator. All of $h(z)$ thus scales as $\mu$, so $F(z)=E_0[1+z/(2c^2)]$. Equation (3) becomes $E=E_0[1+\lambda E/(2c^2)]$, with solution

$$E(\lambda)=\frac{E_0}{1-\lambda E_0/(2c^2)},\qquad E_n=E_0\left(\frac{E_0}{2c^2}\right)^n . \tag{13}$$

Comparing $E_1$ with (6) gives $N=-E_0/(2c^2)$. Hence $E_2=E_0N^2$ and $D=0$: the two terms in (8) cancel. Scaled ZORA, $E_0/(1+N)$, equals the Dirac energy $E_D$.

Convergence at $\lambda=1$ requires $|E_0|<2c^2$. Solving (13) for $E_0$ at $\lambda=1$ gives $E_0=E_D/[1+E_D/(2c^2)]$. The point-nucleus levels satisfy $-c^2<E_D<0$, so $|E_0|<c^2/(1-\tfrac12)=2c^2$ and the series converges.

For $Z=80$ the 1s level has $E_0=-3898.869$ hartree, while $2c^2=37557.730$ hartree. The ratio of successive terms is $-0.10381$, and $-3898.869/1.10381=-3532.19$ hartree, the Dirac value. In the weak-field limit the ZORA error, $E_0-E_D=-E_0E_D/(2c^2)$, is of order $1/c^2$, the same order as the leading relativistic correction. Unscaled ZORA is thus not correct to that order for these energies.

## 8. A screened field, where the cancellation is incomplete

Now take a model electron in

$$V(r)=-\frac{1+79e^{-5r}}r ,$$

with $r$ in bohr. The potential is fixed; electron interaction beyond this screening, finite nuclear size and quantum-electrodynamic corrections are left out. For radial functions $P,Q$ and the Dirac angular number $\kappa$, equation (1) reads

$$VP+c\left(-Q'+\frac{\kappa Q}{r}\right)=EP,$$
$$c\left(P'+\frac{\kappa P}{r}\right)+(V-2c^2)Q=\lambda EQ,$$

with $\kappa=-1$ for s and $\kappa=-2$ for p$_{3/2}$. They are solved in a Laguerre basis; a second basis reproduces the ZORA and Dirac levels within $10^{-6}$ hartree.

Energies in hartree are:

| Level | ZORA | Scaled ZORA | Dirac | $N$ |
|---|---:|---:|---:|---:|
| 1s | −3478.697 | −3152.715 | −3152.820 | 0.10340 |
| 2s | −580.477 | −567.272 | −567.283 | 0.02328 |
| 2p$_{3/2}$ | −486.692 | −476.720 | −476.728 | 0.02092 |

The 1s ZORA error is $-325.877$ hartree ($-8868$ eV), or 10.3% of the Dirac energy's magnitude. For 2s and 2p$_{3/2}$ it is 2.3% and 2.1%. These fractions are close to $N$, as (10) requires when scaled ZORA is close to Dirac. The error does not cancel between levels: the 1s–2s separation is 2898.220 hartree in ZORA and 2585.537 hartree in Dirac.

For 1s, first order gives $E_1=3478.697\times0.1033975=359.689$ hartree. At second order the geometric part is $E_0N^2=-37.191$ hartree and $D=-0.130$ hartree, so $E_2=-37.321$ hartree. The negative $D$ means that the response of the upper spinor slightly outweighs the local term in (8). With $E_3=3.874$ and $E_4=-0.402$ hartree, the errors of the partial sums relative to Dirac are

$$-325.877,\quad33.811,\quad-3.510,\quad0.364,\quad-0.038\ \text{hartree}$$

through orders zero to four. The alternation follows the sign of the dominant geometric part, $E_0(-N)^n$.

Scaled ZORA lies 0.106 hartree above Dirac for 1s, which is $3.3\times10^{-5}$ of the Dirac energy's magnitude. It is better than the third-order partial sum and worse than the fourth. Its error is not $D$ alone, because later orders also deviate from the geometric series: $E_3+E_0N^3=0.029$ and $E_4-E_0N^4=-0.005$ hartree. Together, $-0.130+0.029-0.005=-0.106$ hartree, which accounts for the Dirac-minus-scaled difference at this precision.

For 2s the second-order sum is in error by $-0.008$ hartree, already smaller in magnitude than the scaled error of 0.011 hartree. Scaling is thus an inexpensive partial summation, not a substitute for the series at every order.

The coefficients were tested against a Fourier analysis of eigenvalues of (1) on the circle $|\lambda|=1$, and (8), (9), (11) and (12) were tested for all three levels. The shrinking errors show useful behaviour through fourth order. They do not prove convergence for the screened field, for which no counterpart of the closed form (13) has been derived. The numerical output gives the remaining coefficients.

## Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.; 2c^2 = 37557.730 hartree
model: Z = 80, screening a = 5.0 bohr^-1
basis: 30 large, 36 small radial functions
Coulomb 1s Dirac = -3532.192093 hartree
Coulomb 1s ZORA = -3898.869057 hartree
Coulomb 1s scaled ZORA = -3532.192093 hartree
Coulomb 1s series ratio E1/E0 = -0.103810
1s: Dirac = -3152.820133 hartree
1s: ZORA E0 = -3478.697354 hartree
1s: scaled ZORA = -3152.714543 hartree
1s: N = 0.10339750; dE0/dshift = 1.10339750
1s: E1 = 359.688619, E2 = -37.321073 hartree
1s: E3 = 3.874008, E4 = -0.402156 hartree
1s: D = -0.130168 hartree
1s: Dirac - scaled ZORA = -0.105590 hartree
1s: error through order 0 = -325.877221 hartree
1s: error through order 1 = 33.811398 hartree
1s: error through order 2 = -3.509674 hartree
1s: error through order 3 = 0.364334 hartree
1s: error through order 4 = -0.037821 hartree
1s: ZORA error = -8867.571 eV
2s: Dirac = -567.283412 hartree
2s: ZORA E0 = -580.477317 hartree
2s: scaled ZORA = -567.272429 hartree
2s: N = 0.02327786; dE0/dshift = 1.02327786
2s: E1 = 13.512270, E2 = -0.326140 hartree
2s: E3 = 0.007967, E4 = -0.000196 hartree
2s: D = -0.011603 hartree
2s: Dirac - scaled ZORA = -0.010983 hartree
2s: error through order 0 = -13.193906 hartree
2s: error through order 1 = 0.318365 hartree
2s: error through order 2 = -0.007776 hartree
2s: error through order 3 = 0.000191 hartree
2s: error through order 4 = -0.000005 hartree
2s: ZORA error = -359.024 eV
2p3/2: Dirac = -476.728029 hartree
2p3/2: ZORA E0 = -486.692155 hartree
2p3/2: scaled ZORA = -476.720498 hartree
2p3/2: N = 0.02091720; dE0/dshift = 1.02091720
2p3/2: E1 = 10.180237, E2 = -0.220859 hartree
2p3/2: E3 = 0.004854, E4 = -0.000107 hartree
2p3/2: D = -0.007917 hartree
2p3/2: Dirac - scaled ZORA = -0.007531 hartree
2p3/2: error through order 0 = -9.964127 hartree
2p3/2: error through order 1 = 0.216110 hartree
2p3/2: error through order 2 = -0.004749 hartree
2p3/2: error through order 3 = 0.000105 hartree
2p3/2: error through order 4 = -0.000002 hartree
2p3/2: ZORA error = -271.138 eV
```
